# Sum rules for Warren-Cowley parameters in amorphous multi-cation oxides, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The row rule and what it forbids

In a model network of 1500 cations with In:Ga:Zn = 2:2:1, labels were swapped between sites to bring the short-range order around indium to a requested set of values. The request was mild: 20 % more indium than random around indium, 10 % more gallium than random, and a random amount of zinc. After 20,000 attempted swaps the best arrangement still lay at a distance of 0.2000 from the request. When the zinc entry alone was changed, from 0 to 0.6, the same kind of search came within 0.0009. The second request asks for a far stronger departure from randomness, yet it can be met and the first cannot.

The obstacle is arithmetic. It would be present for any network, any interatomic forces and any temperature.

### Definitions

Consider \(n\) cation species, labelled \(i,j=1,\dots,n\). Let \(N_i\) be the number of cations of species \(i\) in the sample and \(N=\sum_i N_i\) the number of all cations. The composition is

\[
c_i=\frac{N_i}{N},\qquad \sum_{i=1}^{n}c_i=1 .
\]

Oxygen is left out of these fractions because it will be left out of the neighbour counts.

Two cations are called neighbours if their separation is below a chosen cutoff. In an oxide such a pair is usually linked through oxygen, so "neighbour" here means neighbour within the cation sublattice, not a directly bonded atom. The word "bond" below is shorthand for a neighbouring pair of cations.

Let \(M_{ij}\) be the number of times a cation of species \(j\) is met when the neighbours of every cation of species \(i\) are listed. For \(i=j\), each like pair is met twice, once from each end. The mean number of cation neighbours of species \(i\), and the share of them that are species \(j\), are

\[
Z_i=\frac{1}{N_i}\sum_{j}M_{ij},\qquad
P_{ij}=\frac{M_{ij}}{N_iZ_i}.
\]

The share is pooled: all neighbours of all \(i\) cations enter one list. It is defined if \(Z_i>0\), that is, if species \(i\) has at least one neighbour somewhere in the sample.

The Warren-Cowley parameter compares this share with the composition:

\[
\alpha_{ij}=1-\frac{P_{ij}}{c_j}.
\]

A negative value means that \(j\) is over-represented around \(i\); a positive value means that it is under-represented. For a like pair, negative \(\alpha_{ii}\) is clustering. For an unlike pair, negative \(\alpha_{ij}\) is a preference for mixed neighbours, which is the usual sense of chemical ordering. The first index names the central cation and the second its neighbour. The order of the indices matters, as Part 2 shows.

### The row rule

Every neighbour in the list belongs to exactly one species. Summing the definition of \(P_{ij}\) over \(j\) therefore gives

\[
\sum_jP_{ij}=\frac{\sum_jM_{ij}}{N_iZ_i}=\frac{N_iZ_i}{N_iZ_i}=1 .
\]

Solving the definition of \(\alpha_{ij}\) for the share gives \(P_{ij}=c_j(1-\alpha_{ij})\). Substitution yields

\[
1=\sum_jc_j(1-\alpha_{ij})=\sum_jc_j-\sum_jc_j\alpha_{ij}
=1-\sum_jc_j\alpha_{ij},
\]

and hence, for each central species \(i\),

\[
\boxed{\;\sum_jc_j\alpha_{ij}=0\;}
\]

The weight is the composition of the neighbour, because that is the quantity by which \(P_{ij}\) was divided. Neither equilibrium nor a lattice was used, and nothing was assumed about how \(Z_i\) varies between species. The rule also holds separately for each distance shell, provided that the shares are normalized within that shell.

Since all \(c_j\) are positive, a row of parameters that is not entirely zero must contain both signs. Indium cannot have more than its random share of indium, gallium and zinc at once. An excess of one neighbour is paid for by a deficit of another, and the price depends on composition: a deficit carried by a minority species must be large in \(\alpha\), because that species supplies few neighbours to remove.

### The request that failed

The requested indium row was \(t=(-0.2,-0.1,0)\), in the order In, Ga, Zn, with \(c=(0.4,0.4,0.2)\). Its weighted sum is

\[
c\cdot t=0.4(-0.2)+0.4(-0.1)+0.2(0)=-0.12 .
\]

In terms of shares, the request is \(P=(0.48,0.44,0.20)\), which adds up to 1.12. It asks for 112 neighbours in every hundred.

If the first two entries are kept, the third is forced:

\[
\alpha_{\rm InZn}=-\frac{0.4(-0.2)+0.4(-0.1)}{0.2}=+0.6 .
\]

Zinc must then provide \(0.2(1-0.6)=0.08\) of the neighbours of indium, instead of 0.20. A linear program checked that this value is also compatible with the gallium and zinc rows. Its unknowns were nonnegative, symmetric pair fractions with the prescribed composition, at equal coordination. The composition constraint already contains the row rule, so this is a check of consistency, not an independent proof of the rule. With the first two entries fixed, it found the smallest and largest permitted values of \(\alpha_{\rm InZn}\) to be 0.600 and 0.600.

### The nearest permitted row

An implementation may receive a target that violates the rule, either from a designer or from noisy data. Let \(r\) be any row that obeys \(c\cdot r=0\). Then

\[
c\cdot t=c\cdot(t-r),
\]

and the Cauchy-Schwarz inequality gives

\[
|c\cdot t|\le |c|\,|t-r|
\quad\Longrightarrow\quad
|t-r|\ge\frac{|c\cdot t|}{|c|},
\qquad |c|=\Big(\sum_jc_j^2\Big)^{1/2}.
\]

Equality requires \(t-r\) to be parallel to \(c\). Write \(r=t-\lambda c\). The condition \(c\cdot r=0\) becomes \(c\cdot t-\lambda|c|^2=0\), so \(\lambda=c\cdot t/|c|^2\) and

\[
r=t-c\,\frac{c\cdot t}{|c|^2}.
\]

This is the nearest row that obeys the row rule. An entry above 1 would mean a negative share; the limits \(r_j\le1\) must then be included in the minimization. Even a row that passes this check may ask for more neighbours of a scarce species than that species has bond ends; Part 2 derives this further limit. For the example \(|c|^2=0.16+0.16+0.04=0.36\). The least distance is \(0.12/0.6=0.2\), and \(\lambda=-0.12/0.36=-1/3\). The nearest row is

\[
r=(-0.2,-0.1,0)+\tfrac13(0.4,0.4,0.2)=(-0.0667,\,0.0333,\,0.0667).
\]

The search on the disordered network ended at \((-0.0668,0.0334,0.0668)\), with distance 0.2000. It had been given only the request and the rule "keep a swap if the distance falls"; the projection formula was not supplied. The test required the final distance to exceed the lower limit by less than 0.001. The compromise has changed the sign of the gallium entry: a request for extra gallium around indium has become a slight deficit. A least-squares fit to an inconsistent target can thus return the opposite of what was asked for one pair, with no fault in the optimizer.

The corrected request \((-0.2,-0.1,0.6)\) led to \((-0.2000,-0.0996,0.5992)\). The search stopped there because it had been told to stop below a distance of 0.001. This shows that the corrected row is attainable on this network to that accuracy. The row rule alone does not guarantee it, since a packing may impose further restrictions.

The Euclidean distance treats all entries as equally trustworthy. If entry \(j\) has an uncertainty \(\sigma_j>0\), the quantity to minimize is \(\sum_j(r_j-t_j)^2/\sigma_j^2\). Put \(u_j=(r_j-t_j)/\sigma_j\). The row rule becomes

\[
\sum_jc_j\sigma_ju_j=-c\cdot t ,
\]

and the shortest vector \(u\) satisfying it is parallel to the vector with components \(c_j\sigma_j\), by the same inequality. Therefore

\[
u_j=-\frac{c_j\sigma_j\,(c\cdot t)}{\sum_kc_k^2\sigma_k^2},
\qquad
r_j=t_j-\frac{c_j\sigma_j^2\,(c\cdot t)}{\sum_kc_k^2\sigma_k^2}.
\]

Equal uncertainties restore the previous formula, and the condition \(r_j\le1\) must again be checked. A very uncertain entry absorbs most of the correction. This estimate treats the errors as uncorrelated; correlated errors need their covariance matrix. It also treats one row by itself. Correcting several rows separately can break the relation between opposite ends of a bond, which is derived in Part 2.

### Like pairs from unlike pairs

Separating the term \(j=i\) from the row rule gives

\[
c_i\alpha_{ii}+\sum_{j\ne i}c_j\alpha_{ij}=0
\quad\Longrightarrow\quad
\alpha_{ii}=-\frac1{c_i}\sum_{j\ne i}c_j\alpha_{ij}.
\]

Clustering of a species is therefore fixed once its unlike neighbours are known. If every unlike parameter in a row is negative, the like parameter must be positive.

For a binary cation sublattice the sum has one term, and \(\alpha_{AA}=-(c_B/c_A)\alpha_{AB}\). Clustering of \(A\) and avoidance of \(B\) by \(A\) are then the same statement. With three species they are not, because a deficit of one unlike neighbour can be balanced by an excess of the other.

The formula also passes on errors. If each unlike parameter is known to within \(\pm\varepsilon\), and \(c\) is known, then

\[
|\delta\alpha_{ii}|\le\frac1{c_i}\sum_{j\ne i}c_j\,\varepsilon
=\frac{1-c_i}{c_i}\,\varepsilon .
\]

The worst case is \(1.5\,\varepsilon\) for indium or gallium in the example and \(4\,\varepsilon\) for zinc. Inferring the like parameter of a minority cation from separately estimated unlike parameters, for instance fitted or measured ones, thus amplifies their errors. When all pairs are counted in one structure, the inferred and the directly counted like parameter are the same number, and neither has less sampling scatter than the other.

### What a nonzero sum reveals

Because the rule is a statement of normalization, it detects errors of normalization and is blind to others.

Suppose first that the composition used as reference is wrong, say \(c'_j\), but still adds up to one. Define \(\alpha'_{ij}=1-P_{ij}/c'_j\). Then

\[
\sum_jc'_j\alpha'_{ij}=\sum_jc'_j-\sum_jP_{ij}=1-1=0 .
\]

The sum vanishes for any such reference, so a vanishing sum does not confirm the composition. The parameters themselves do change. In an equilibrated version of the network, described in Part 2, \(P_{\rm InIn}=0.4440\). With the correct fraction 0.40 this gives \(\alpha_{\rm InIn}=-0.110\). With the reference \((0.42,0.38,0.20)\) and the same atoms, it gives \(1-0.4440/0.42=-0.057\). An error of 0.02 in the indium fraction has removed about half of the apparent clustering.

Suppose next that the fractions refer to all atoms, while the neighbours are still cations. The formula unit In₂Ga₂ZnO₇ has 5 cations among 12 atoms, so the fractions add up to \(5/12\), and

\[
\sum_jc'_j\alpha'_{ij}=\frac5{12}-1=-0.583 .
\]

This mistake is visible at once. The cure is to use the same set of species in the composition and in the neighbour list.

Suppose finally that the partial coordination numbers \(Z_iP_{ij}\) are available but are divided by an assumed total \(Z'\) instead of their own sum \(Z_i\). The resulting shares are \(P'_{ij}=Z_iP_{ij}/Z'\), and

\[
\sum_jc_j\left(1-\frac{P'_{ij}}{c_j}\right)=1-\frac{Z_i}{Z'} .
\]

If \(Z'\) is the correct total, a positive residual measures the fraction of neighbours that have not been found. If \(Z'\) is too large, a positive residual appears even when none is missing. The residual is therefore useful when the total is known independently and the partial coordination numbers come from a fit that may have missed part of a shell. Renormalizing the shares would remove the residual, but it would also hide the missing neighbours and spread their effect over all pairs.

The weights must also match the definition. In the equilibrated network the indium row is \((-0.1101,0.0653,0.0895)\). Its plain sum is 0.0447, whereas

\[
0.4(-0.1101)+0.4(0.0653)+0.2(0.0895)=0.000
\]

to the accuracy of the rounded entries. An unweighted sum has no reason to vanish when the fractions differ.

## Part 2. Opposite ends of a bond and the number of free choices

The symbols carried over are the cation fractions \(c_i\), the mean numbers of cation neighbours \(Z_i\), the pooled neighbour shares \(P_{ij}\), and \(\alpha_{ij}=1-P_{ij}/c_j\), where \(i\) is the central species. The counts \(M_{ij}=N_iZ_iP_{ij}\) list the \(j\) neighbours of all \(i\) cations. Part 1 established \(\sum_jP_{ij}=1\) and \(\sum_jc_j\alpha_{ij}=0\) for every \(i\). Negative \(\alpha\) means an excess over the random share.

### Is the matrix symmetric?

If one cation lies within the cutoff of another, the reverse is also true. An In-Ga pair is therefore met once from its indium end and once from its gallium end, so \(M_{ij}=M_{ji}\). Dividing \(N_iZ_iP_{ij}=N_jZ_jP_{ji}\) by \(N\) gives

\[
c_iZ_iP_{ij}=c_jZ_jP_{ji}.
\]

Insert \(P_{ij}=c_j(1-\alpha_{ij})\) and \(P_{ji}=c_i(1-\alpha_{ji})\), then cancel the common factor \(c_ic_j\):

\[
\boxed{\;Z_i(1-\alpha_{ij})=Z_j(1-\alpha_{ji})\;}
\]

Hence \(\alpha_{ij}=\alpha_{ji}\) if \(Z_i=Z_j\). If the coordination numbers differ, the two are equal only when both are 1, that is, when the pair is absent. On a crystal lattice with equivalent cation sites the symmetry is automatic. In an amorphous oxide it has to be checked.

The derivation needs a mutual definition of neighbours. A cutoff that depends on the pair is acceptable if it is the same from both ends. A list of the \(k\) nearest cations is not mutual in general: \(B\) may be among the nearest of \(A\) without \(A\) being among the nearest of \(B\). The row rule survives in that case, but the boxed relation does not follow.

For three species, multiply the boxed relations for the pairs 12, 23 and 31. Each \(Z\) appears once on both sides and cancels:

\[
(1-\alpha_{12})(1-\alpha_{23})(1-\alpha_{31})
=(1-\alpha_{21})(1-\alpha_{32})(1-\alpha_{13}).
\]

This checks a table of parameters for which the coordination numbers were not reported.

The neighbour shares around each species must add up to one, which gives the row rule, and counting each bond from both ends ties \(\alpha_{ij}\) to \(\alpha_{ji}\) through the coordination numbers. It remains to find a symmetric set of parameters, count the free choices and their limits, and examine a disordered network.

Numerical values quoted here were computed with a short program.
